Does one-way transmission of a phonon mode make a thermal diode?

Q: I have a design for a thermal diode with no moving parts and no nonlinear material. It is a chain of atoms that can vibrate in two transverse directions, y and z. A first section turns y motion into z motion. A second section, the filter, lets z through and stops y. Send y in from the left: it becomes z and passes. Send y in from the right: the filter stops it at once. Phonons go one way, so heat goes one way.

A: Your statement about y is sound. What a hot lead sends, though, is y and z together. What does your structure do with z coming from the right?

Q: It passes the filter, and the converter turns it into y. It leaves on the left. But that is a different mode. Why should it make up for the y that was stopped, and by the right amount?

A: Energy conservation fixes the amount. Take harmonic forces, no loss, and two leads. In a lead, with atomic mass m and spring k, each polarization obeys

m ü_n = k(u_{n+1} + u_{n−1} − 2u_n).

Insert u_n = A exp(iqn − iωt), with q the phase per atom. The bracket becomes (e^{iq} + e^{−iq} − 2)u_n = −4 sin²(q/2) u_n, so

ω² = (4k/m) sin²(q/2).

Next, the energy flow. Atom n pushes atom n+1 with force k(u_n − u_{n+1}), and the power is this force times the velocity of atom n+1. For complex amplitudes U_n the time average is

½ Re[k(U_n − U_{n+1})(−iωU_{n+1})*] = ½ωk Im(U_n* U_{n+1}),

because the |U_{n+1}|² term is purely imaginary inside the bracket. With a wave A arriving and a wave B leaving, U_n = A e^{iqn} + B e^{−iqn}. The two cross terms in U_n* U_{n+1} are complex conjugates, so their sum is real and drops out. The flow is

½ωk sin q (|A|² − |B|²).

Define a = A√(½ωk sin q) for each arriving mode and b likewise for each leaving mode. Then |a|² and |b|² are powers, and linearity gives b = S a, where a and b list the propagating modes of both leads.

Q: And no loss means that the powers balance.

A: For every possible input:

a†a = b†b = a†S†S a, hence S†S = 1.

S is a finite square matrix, since every propagating mode has one arriving and one leaving wave. Its left inverse is then also its right inverse, so SS† = 1. The two statements say that each column and each row of |S|² sums to one.

Let the left lead have N_L modes. Call R_L the sum of |S|² over left inputs and left outputs, P_RL the sum over left inputs and right outputs, and P_LR the sum over right inputs and left outputs. Adding the columns that belong to left inputs gives

R_L + P_RL = N_L.

Adding the rows that belong to left outputs gives

R_L + P_LR = N_L.

Subtract one from the other:

P_RL = P_LR, at each frequency.

The number of modes on the right never entered, so the leads may differ.

Q: I expected time-reversal symmetry to do the work. You have not used it.

A: For two leads without loss it is not needed for the totals. It gives something finer. If a motion is allowed, so is the same motion run backwards. Backwards, the leaving waves arrive with amplitudes b*, and the arriving waves leave with amplitudes a*. So a* = S b*, or a = S* b = S*S a for every a. Thus S* is the inverse of S, which is also S†. From S* = S† it follows, by complex conjugation, that

S = Sᵀ.

Write P(b←a) = |S_ba|². Then P(z_R←y_L) = P(y_L←z_R). The reversed partner of "y in at the left, z out at the right" is "z in at the right, y out at the left". Your comparison was with y in at the right, and no symmetry ties that to the first process.

Q: Let me see this with numbers. How long must the converter be?

A: Give each bond in the converter the stiffness matrix k[[1, δ], [δ, 1]] in the (y, z) basis. Its principal directions are e_± = (1, ±1)/√2, with stiffness k(1 ± δ). A y wave is (e_+ + e_−)/√2. After N bonds, leaving out reflections at the ends, it is

(e^{iq₊N} e_+ + e^{iq₋N} e_−)/√2.

Its z component is (e^{iq₊N} − e^{iq₋N})/2, whose squared modulus is sin²[(q₋ − q₊)N/2]. Conversion is complete when (q₋ − q₊)N = π.

I take m = 127.6 u, k = 25 N/m and spacing 0.20 nm, which puts the sound speed at 2172 m/s and the top of the band at 3.458 THz. The design frequency is 1 THz and δ = 0.30. The dispersion relation with k replaced by k(1 ± δ) gives q₊ = 0.5129 and q₋ = 0.7059, so

N = π/(0.7059 − 0.5129) ≈ 16.28.

I use 16 bonds. The filter is 10 atoms, each with a side spring s = 20 N/m acting on y alone. There y obeys mω² = s + 4k sin²(q/2), which has no real q below ω = √(s/m), that is, below a frequency ω/2π of 1.546 THz. At 1 THz the y wave decays along the filter, while z feels no side spring. The device is 5.40 nm long.

Solving the linear equations of motion, matched to outgoing waves in the leads, gives at 1 THz:

From the left: y→z 0.9659, z→z 0.0315, total 0.9974.
From the right: z→y 0.9659, z→z 0.0315, total 0.9974.

The other entries are about 10⁻⁵ or less. Summed over outputs, y passes with 0.966 from the left and 6×10⁻⁶ from the right.

Q: So y is passed one way, as I said, and z is passed mostly the other way. Why does 3% of z get through from the left?

A: Rounding N to 16 is too small a cause by itself: the single-pass formula leaves 1 − sin²(0.1930 × 16/2) ≈ 0.0007 unconverted. The leak needs the filter: with the side springs removed, z→z from the left is only 0.0008. With them in place, y waves thrown back by the filter re-enter the converter, are partly reflected at its ends, and some return to the filter as z.

Both parts are needed for the one-way effect. Remove the side springs and keep the converter: y passes with 0.974 from either side, since the structure is then its own mirror image. Set δ = 0 and keep the filter: y passes with about 10⁻⁵ from either side. In that case y and z are separate, and the sum rule holds for y as a single mode.

Q: Those are steady waves. Would a pulse obey the same rule?

A: A pulse is a sum of steady waves, so it must. I also integrated Newton's equations step by step for packets centred on 1 THz, with envelope exp(−x²/4σ²) and σ = 40 atoms. The transmitted energy fractions were 0.9647 for y and 0.0328 for z from the left, and 0.0000 and 0.9976 from the right. The sums are 0.9975 and 0.9976. Averaging |S|² over the packet's spectrum gives the same four fractions to the digits shown.

Q: A real lead is hot over a whole band, not at 1 THz. Perhaps the balance fails once I put in temperatures.

A: Phonons of one mode in a range dq have density dq/(2πa₀) per unit length, with a₀ the spacing, and speed a₀ dω/dq. The product is dω/(2π) arrivals per second for each unit of occupation. Each carries ħω, so with n_L and n_R the Bose occupations 1/(e^{ħω/k_BT} − 1) of the two leads,

J = ∫ dω/(2π) ħω [P_RL n_L − P_LR n_R].

A common occupation for all modes of one lead at one frequency is an assumption: it says that the lead is thermal and its phonons arrive incoherently. Now use P_RL = P_LR = P(ω):

J = ∫ dω/(2π) ħω P(ω)(n_L − n_R).

Swapping the temperatures swaps n_L and n_R and changes the sign of J, nothing else. This needs P(ω) to stay the same when the temperatures are swapped, as it does for fixed harmonic springs.

For leads at 40 K and 20 K I summed the integral over 3000 frequencies across the band; with 1500 the current moves by 5 parts in 10⁷. The power that the 40 K lead sends across, sorted by the polarization in which it was emitted, is

hot left: 386.81 (y) + 433.50 (z) ≈ 820.3 pW,
hot right: 123.95 (y) + 696.35 (z) = 820.3 pW.

The 20 K lead sends back 196.7 pW in both cases, leaving a net 623.6 pW forward and 623.6 pW in reverse.

Q: If I measured y alone, I would report a ratio of 386.81/123.95, about 3.1.

A: You would, and it would be a true statement about y. It is far below the contrast at 1 THz because the thermal band extends beyond the design frequency; above 1.546 THz, for instance, y waves can propagate in the filter.

To see that this ratio cannot be a heat ratio, set both leads to 40 K. Counting y alone, 263 pW flows from left to right between bodies at equal temperature. That would break the second law. The z phonons carry 263 pW the other way and restore the balance.

Q: Can I get round the theorem by breaking time-reversal symmetry, say with a gyroscopic force?

A: Not with two leads and no loss. A gyroscopic force is perpendicular to the velocity and does no work, so S†S = 1 stands and the totals remain equal. The mode-by-mode equality S = Sᵀ can fail.

Q: And with friction instead?

A: Then S†S = 1 fails, and symmetry has to carry the argument. Running the motion backwards is no longer allowed, so look at the equations. At the left end atom, u_0 = A + B, and the next lead atom has

u_{−1} = A e^{−iq} + B e^{iq} = e^{iq}u_0 − 2i sin q A.

This removes the lead from the problem. With K the force-constant matrix, Γ the friction coefficients, and Σ a diagonal matrix holding k e^{iq} at the end atoms,

D u = 2ik sin q A, D = mω² − K + Σ + iωΓ.

The right end is treated in the same way, counting outwards. Since B = u − A at an input's own end and B = u elsewhere, rescaling to powers gives, with w = k sin q for each mode,

S_ba = 2i √w_b (D⁻¹)_ba √w_a − δ_ba,

where δ_ba is 1 for b = a and 0 otherwise. K is symmetric, and Σ and Γ are diagonal, so D, D⁻¹ and S are symmetric. Hence P_RL = P_LR even with friction. A gyroscopic force adds an antisymmetric term to D and removes this argument.

I computed all four cases for an 8-atom structure with random on-site springs and unequal leads, at 61 frequencies. With neither effect, with friction alone, or with the gyroscopic force alone, the totals agreed to about 10⁻¹⁵, the rounding level. With both present they differed by up to 0.08. So the totals can differ when both protections are gone; that one structure does not show that they must.

Q: Then ordinary friction is harmless. Equal totals, no rectification.

A: That step fails. Friction means that energy goes somewhere, and at finite temperature that place also emits. It is a third bath, and the two-lead formula for J no longer covers the case.

Suppose S = Sᵀ and let the inner bath float: it settles at a temperature T_P where it takes no net heat. Let A_L(ω) be N_L minus the sum of |S|² over all left inputs and all outputs, which is the absorption from the left. At equal temperatures the left lead must get back what it sends at each frequency, so the bath emits into it N_L minus the row sums. By S = Sᵀ this is again A_L. With A_R defined in the same way,

J_L = ∫ dω/(2π) ħω [P(n_L − n_R) + A_L(n_L − n_P)],
0 = ∫ dω/(2π) ħω [A_L(n_L − n_P) + A_R(n_R − n_P)].

In the classical limit ħωn → k_BT. Write p, α_L and α_R for the frequency integrals of P, A_L and A_R. The second line gives T_P = (α_L T_L + α_R T_R)/(α_L + α_R), so T_L − T_P = α_R(T_L − T_R)/(α_L + α_R) and

J_L = (k_B/2π)[p + α_Lα_R/(α_L + α_R)](T_L − T_R).

That reverses without change of size. With Bose occupations, T_P is a nonlinear function of the lead temperatures, and if A_L/A_R varies with frequency the two directions can differ.

Q: How large is that in a real material? Your mass looks like tellurium.

A: The mass is that of tellurium, and the spacing and sound speed are roughly those of transverse phonons along its trigonal axis. The rest is a model. It leaves out the chirality of the crystal and its full phonon bands, and the ±30% stiffness split and the side springs are chosen, not properties of a known device.

One assumption that a real device breaks is the absence of scattering. Take a rough bulk conductivity κ = 30 W/(m K) near 30 K and 2.9×10²⁸ atoms per m³. Kinetic theory gives a free path 3κ/(Cv). With the classical heat capacity C = 3k_B per atom, which is too high at this temperature and so shortens the path, it is 34 nm. The device is 0.16 of that length. I represent the scattering by uniform friction that drains energy at the rate v/(free path) into one floating bath. The current becomes 587.8 pW with the left lead hot and 592.5 pW with the right lead hot. Relative to the latter, the rectification is −0.8%, and its sign is against your intended direction. The single bath settles at 33.2 K and 29.9 K in the two cases. One temperature for the whole device is a simplification: with a separate floating bath for each atom, the rectification is −0.6%. The short path matters too: a Debye heat capacity, with a Debye temperature of about 150 K, would lengthen it to about 94 nm, and the rectification with separate baths would shrink to −0.25%.

Warming also softens the springs. With a rough Grüneisen parameter of 1 and a volume expansion of 5×10⁻⁵ per K, a room-temperature size that overstates the effect near 30 K, frequencies fall by 10⁻³ over 20 K and stiffness, which goes as frequency squared, by 2×10⁻³. Softening the converter when the left is hot, and the filter side when the right is hot, with the leads held fixed, gives about −0.05% (−0.04% on a grid about half as fine). Scaling the expansion down by the Debye heat capacity, to about 2×10⁻⁵ per K, brings this to about −0.02%.

The longitudinal polarization, also left out, could add at most one fully open channel, (π²k_B²/6h)(T_hot² − T_cold²) = 568 pW. If it stays harmonic and uncoupled, it adds equally in both directions and dilutes any rectification. Charge carriers matter little under an assumed 10¹⁵ holes per cm³: one chain of this length then holds about 10⁻⁶ of a carrier.

Q: So what would turn the structure into a rectifier worth the name?

A: One route is a transmission that depends on which end is hot. That takes an asymmetric structure and forces that are not harmonic. As a small classical example, take 4 converter bonds and 3 filter atoms, 9 atoms in all, with the same δ and s/k as before, in model units m = k = k_B = 1. Each end atom is tied to a fixed wall by a spring k, has friction coefficient 1, and is driven by noise at temperature 1.5 or 0.5. Add an on-site energy βu⁴/4 for each polarization of the filter atoms, with β = 1. For a Gaussian distribution ⟨u⁴⟩ = 3⟨u²⟩², so the force −βu³ acts on average like a spring 3β⟨u²⟩. This spring stiffens as the atom gets hotter.

Solving for the steady variances and these springs together gives a current 6.3% larger with the left end hot. With β = 0 the difference vanishes to rounding. It also vanishes for a uniform, mirror-symmetric chain with β = 1 on every atom. The Gaussian step is an approximation, so the 6.3% belongs to that approximation and these parameters.

Q: Then my structure is still useful, but for another job.

A: It sorts polarizations. If a transducer launches y at 1 THz and nothing else, the structure passes it from the left and stops it from the right. It does not shield the left side from the right, because a z wave from the right goes through with 0.997. A thermal lead supplies that z wave along with the y.
